# The sin²ψ law and film stress from lattice-spacing slopes, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From film stress to lattice spacing and back

### 1.1 A film that does not thin when stretched

Consider a film whose Poisson ratio is zero. Stretch it equally in every in-plane direction by a small strain $e$. Its thickness does not change, so lattice planes parallel to the surface keep their spacing. Planes that stand upright on the surface move apart by the fraction $e$.

For planes in between, let $\psi$ be the angle between the film normal and the plane normal. A short line of length $\ell$ drawn along the plane normal has the in-plane component $\ell\sin\psi$. Stretching lengthens this component by $e\,\ell\sin\psi$. The displacement lies in the film plane, so its projection on the line brings a second factor $\sin\psi$. The line therefore grows by $e\,\ell\sin^2\psi$. To first order the plane spacing $d$ changes by the same fraction, as section 1.4 shows:

$$d(\psi)=d_0\,(1+e\sin^2\psi).$$

Here $d_0$ is the unstressed spacing. One factor $\sin\psi$ measures how much of the line feels the stretch, and the other how much of the stretch is seen along the line. With zero Poisson ratio, Hooke's law gives $e=\sigma/E$, where $\sigma$ is the in-plane stress and $E$ is Young's modulus. A plot of $d$ against $\sin^2\psi$ is a straight line of slope $d_0\sigma/E$, and the slope gives the stress.

A film with a positive Poisson ratio $\nu$ differs in two ways. Its in-plane strain is smaller for the same stress, because each in-plane stress contracts the other in-plane direction. It also becomes thinner under tension, so the spacing at $\psi=0$ changes too. Both effects keep the line straight to first order, but they alter its slope and its intercept.

### 1.2 Geometry and assumptions

Axes 1 and 2 lie in the film plane and axis 3 is the film normal. The unit vector along the normal of the reflecting planes is

$$\mathbf n=(\sin\psi\cos\phi,\ \sin\psi\sin\phi,\ \cos\psi),$$

where $\phi$ is the azimuth. In a diffraction experiment $\mathbf n$ bisects the angle between the reversed incoming beam and the outgoing beam. Tilting the sample changes $\psi$. At each tilt the reflection comes from those grains whose planes happen to be normal to $\mathbf n$, so different tilts use mostly different grains.

Tensile stress is positive. The assumptions are as follows.

- The stress is equibiaxial: $\sigma_{11}=\sigma_{22}=\sigma$, with no shear components.
- The surface is free. The normal stress $\sigma_{33}$ vanishes at the surface, and it is taken to vanish throughout the sampled depth.
- The stress is uniform over that depth.
- Each grain is elastically isotropic, with the same $E$ and $\nu$. A uniform stress then produces the same strain in every grain, whatever its orientation, and neighbouring grains still fit together.
- The strains are small, and Hooke's law is linear.

The fourth assumption is what allows spacings from different grains to be placed on one line with one pair of elastic constants. Isotropy of the film as a whole, produced by random grain orientations, is a weaker property. Part 2 shows how much the difference can matter.

### 1.3 Strains in the film

In an isotropic solid a stress along one axis produces the strain $\sigma/E$ along that axis and $-\nu\sigma/E$ along the other two. Adding the responses to the three normal stresses gives

$$\varepsilon_{11}=\frac{\sigma_{11}-\nu(\sigma_{22}+\sigma_{33})}{E},\qquad
\varepsilon_{33}=\frac{\sigma_{33}-\nu(\sigma_{11}+\sigma_{22})}{E}.$$

Insert $\sigma_{11}=\sigma_{22}=\sigma$ and $\sigma_{33}=0$:

$$\varepsilon_{11}=\varepsilon_{22}=\frac{(1-\nu)\sigma}{E},\qquad
\varepsilon_{33}=-\frac{2\nu\sigma}{E}.$$

The factor 2 in $\varepsilon_{33}$ arises because two in-plane stresses contract the thickness. The difference of the two strains will set the slope:

$$\varepsilon_{11}-\varepsilon_{33}=\frac{(1-\nu)\sigma+2\nu\sigma}{E}=\frac{(1+\nu)\sigma}{E}.$$

### 1.4 Spacing of planes in a deformed crystal

A family of lattice planes is described by a reciprocal vector $\mathbf g_0$, normal to the planes and of length $1/d_0$. Points $\mathbf X$ on the planes satisfy $\mathbf g_0\cdot\mathbf X=$ integer. A uniform deformation $F$ moves each point to $\mathbf x=F\mathbf X$. The points stay on the same numbered planes, so the new reciprocal vector $\mathbf g$ must satisfy

$$\mathbf g\cdot F\mathbf X=\mathbf g_0\cdot\mathbf X\quad\text{for every }\mathbf X.$$

Since $\mathbf g\cdot F\mathbf X=(F^{T}\mathbf g)\cdot\mathbf X$, this requires $F^T\mathbf g=\mathbf g_0$. The diffractometer fixes the normal in the strained film, so $\mathbf g=\mathbf n/d$. Taking lengths on both sides gives

$$\frac{|F^T\mathbf n|}{d}=\frac1{d_0},\qquad\text{hence}\qquad d=d_0\,|F^T\mathbf n|.$$

The unstrained orientation of the grain has dropped out; its length $|\mathbf g_0|=1/d_0$ was sufficient.

In the present film $F$ is diagonal, with entries $1+\varepsilon_{11}$, $1+\varepsilon_{11}$ and $1+\varepsilon_{33}$. Write $a=\varepsilon_{11}$, $b=\varepsilon_{33}$ and $x=\sin^2\psi$. Since $n_1^2+n_2^2=x$ and $n_3^2=1-x$,

$$d^2=d_0^2\left[(1+b)^2(1-x)+(1+a)^2x\right].$$

The azimuth has disappeared. For this deformation $d^2$ is linear in $\sin^2\psi$ without any expansion. The spacing $d$ itself is linear to first order. To see this, multiply out the squares:

$$\frac{d^2}{d_0^2}=1+u,\qquad u=2\left[b+(a-b)x\right]+\left[b^2+(a^2-b^2)x\right].$$

Use $\sqrt{1+u}=1+u/2-u^2/8+\dots$ and keep terms up to second order in the strains. In $u^2$ the first bracket suffices:

$$\frac d{d_0}=1+b+(a-b)x+\tfrac12\left\{b^2+(a^2-b^2)x-\left[b+(a-b)x\right]^2\right\}.$$

The square in the curly bracket is $b^2+2b(a-b)x+(a-b)^2x^2$. The terms $b^2$ cancel. The terms linear in $x$ combine to

$$(a^2-b^2)-2b(a-b)=(a-b)(a+b-2b)=(a-b)^2.$$

Therefore

$$\frac d{d_0}=1+b+(a-b)x+\tfrac12(a-b)^2x(1-x).$$

The first-order part is $1+\mathbf n\cdot\varepsilon\,\mathbf n$, which is the lengthening of a line along $\mathbf n$ used in section 1.1. The last term bends the plot slightly. It vanishes at $\psi=0$ and $\psi=90^\circ$ and is largest at $45^\circ$. It is the geometrical part of the second-order effect; nonlinear elasticity could add terms of the same order, which are not treated here.

### 1.5 The sin²ψ law

Insert the strains of section 1.3 into the first-order part:

$$\boxed{\,d(\psi)=d_0\left[1-\frac{2\nu\sigma}{E}+\frac{(1+\nu)\sigma}{E}\sin^2\psi\right]\,}$$

The slope $m$ against $\sin^2\psi$ and the intercept $d_n$ at $\psi=0$ are

$$m=d_0\frac{(1+\nu)\sigma}{E},\qquad d_n=d_0\left(1-\frac{2\nu\sigma}{E}\right).$$

Tension gives a rising line and compression a falling one. Under compression the film is squeezed in its plane and bulges along its normal, so planes parallel to the surface are farther apart than in the unstressed crystal.

For $\nu=0$ the law returns to the case of section 1.1. For $\nu=1/2$, the incompressible limit, the bracket becomes $1-\sigma/E+\tfrac32(\sigma/E)\sin^2\psi$. The slope is then one and a half times that of the film with $\nu=0$ under the same stress, although the in-plane strain is half as large. The slope responds to the difference between in-plane and normal strain, and not to the in-plane strain alone.

### 1.6 Stress from the slope

Solving the slope for the stress gives

$$\sigma=\frac{E}{1+\nu}\,\frac{m}{d_0}.$$

Besides the slope, this needs $E$, $\nu$ and $d_0$. The same line supplies $d_0$. From the expression for $m$,

$$d_0\frac{2\nu\sigma}{E}=\frac{2\nu}{1+\nu}\,m.$$

Substitution into $d_n=d_0-d_0(2\nu\sigma/E)$ gives

$$d_0=d_n+\frac{2\nu}{1+\nu}\,m.$$

This is the height of the fitted line at

$$\sin^2\psi_0=\frac{2\nu}{1+\nu}.$$

At the tilt $\psi_0$ the spacing is unchanged to first order, whatever the stress: in-plane stretching and normal contraction cancel along this direction. Lines measured at different stress levels in the same film material therefore cross there. The tilt moves from $0$ for $\nu=0$ to $\sin^2\psi_0=2/3$ for $\nu=1/2$.

### 1.7 Why the slope is preferred to a single spacing

The intercept alone would also give a stress, if $d_0$ were known independently:

$$\sigma_n=-\frac{E}{2\nu}\left(\frac{d_n}{d_0}-1\right).$$

Suppose that the reference spacing used is $d_0(1+\delta)$, with $|\delta|\ll1$. This may happen because a sputtered film contains impurities or defects that change its unstressed lattice parameter. The slope formula then gives

$$\frac{E}{1+\nu}\frac{m}{d_0(1+\delta)}\approx\sigma(1-\delta),$$

so its relative error has the size of $\delta$. In the single-spacing formula $d_n/d_0$ is replaced by $(d_n/d_0)(1-\delta)$. Since $d_n/d_0\approx1$, the error is

$$\Delta\sigma_n\approx\frac{E}{2\nu}\,\delta.$$

This does not shrink with the stress. A small error in $d_0$ is read as a strain, and then multiplied by a modulus. The slope compares spacings with one another, so a common scale error nearly drops out.

The elastic constants have no such protection. The slope stress is proportional to $E/(1+\nu)$, and a given relative error in $E$ enters the stress in full.

### 1.8 Other stress components

For a general stress the isotropic law is

$$\varepsilon_{ij}=\frac{1+\nu}{E}\sigma_{ij}-\frac{\nu}{E}(\sigma_{11}+\sigma_{22}+\sigma_{33})\,\delta_{ij},$$

where $\delta_{ij}$ is 1 for equal indices and 0 otherwise. If the stress is diagonal in the chosen axes, define the in-plane stress along the azimuth as $\sigma_\phi=\sigma_{11}\cos^2\phi+\sigma_{22}\sin^2\phi$. Then

$$\mathbf n\cdot\varepsilon\,\mathbf n=\frac{1+\nu}{E}\left[\sigma_\phi x+\sigma_{33}(1-x)\right]-\frac{\nu}{E}(\sigma_{11}+\sigma_{22}+\sigma_{33}).$$

The slope of this strain with $x$ is $(1+\nu)(\sigma_\phi-\sigma_{33})/E$. The method measures the in-plane stress minus the normal stress, and the free surface turns this difference into $\sigma_\phi$. As a test, the stiffness equations were solved numerically for $\sigma_{11}=0.9$, $\sigma_{22}=-0.4$ and $\sigma_{33}=0.25$ GPa. At azimuths of 0, 0.7 and 1.9 rad the slopes agreed with this expression to better than one part in $10^4$.

With $\sigma_{33}=0$ but unequal in-plane stresses, the intercept is $d_n=d_0[1-\nu(\sigma_{11}+\sigma_{22})/E]$. The formula for $d_0$ in section 1.6 then no longer applies. Slopes at two azimuths $90^\circ$ apart add up to $d_0(1+\nu)(\sigma_{11}+\sigma_{22})/E$, so the replacement is

$$d_0=d_n+\frac{\nu}{1+\nu}\left(m_\phi+m_{\phi+90^\circ}\right).$$

A shear stress $\sigma_{13}$ adds $2\sigma_{13}n_1n_3=\sigma_{13}\sin2\psi\cos\phi$ to $\mathbf n\cdot\sigma\,\mathbf n$. This term changes sign with $\psi$. Unless $\cos\phi=0$, it splits the plot into two branches for positive and negative tilts, and averaging $d(\psi)$ and $d(-\psi)$ removes it to first order.

## Part 2. Implementation, example and limits

### 2.1 Symbols and results carried over

The angle $\psi$ lies between the film normal and the normal of the reflecting planes, and $x=\sin^2\psi$. The film has Young's modulus $E$, Poisson ratio $\nu$ and equibiaxial stress $\sigma$, positive in tension, with a free surface. Its in-plane and normal strains are $a=(1-\nu)\sigma/E$ and $b=-2\nu\sigma/E$, so that $a-b=(1+\nu)\sigma/E$. The unstressed spacing is $d_0$. To second order in the geometry,

$$\frac d{d_0}=1+b+(a-b)x+\tfrac12(a-b)^2x(1-x).$$

A line fitted to $d$ against $x$ has slope $m$ and intercept $d_n$. The stress follows from

$$\sigma=\frac{E}{1+\nu}\frac m{d_0},\qquad d_0=d_n+\frac{2\nu}{1+\nu}m.$$

### 2.2 From angles to stress

The diffractometer reads the angle $2\theta$ between the transmitted and diffracted beams. The procedure has four steps.

1. Convert each reading with Bragg's law, $d_i=\lambda/(2\sin\theta_i)$, where $\lambda$ is the wavelength. Halve $2\theta$ before taking the sine.
2. Form $x_i=\sin^2\psi_i$, the mean values $\bar x$ and $\bar d$, and $S=\sum_i(x_i-\bar x)^2$.
3. Fit the line by least squares.
4. Compute $d_0$ and then $\sigma$ from the formulas above.

For step 3, minimize $\sum_i(d_i-d_n-mx_i)^2$. Setting the derivative with respect to $d_n$ to zero gives $d_n=\bar d-m\bar x$. With this value inserted, the derivative with respect to $m$ gives $mS=\sum_i(x_i-\bar x)(d_i-\bar d)$. The term with $\bar d$ vanishes because $\sum_i(x_i-\bar x)=0$, so

$$m=\sum_iw_id_i,\qquad w_i=\frac{x_i-\bar x}{S}.$$

The weights show how reading errors enter. Differentiating Bragg's law gives

$$\frac{\delta d}{d}=-\cot\theta\,\delta\theta.$$

If no spacing is wrong by more than $\delta d$, the slope is wrong by at most $\delta d\sum_i|w_i|$. A reflection at high angle, where $\cot\theta$ is small, and a wide range of $\sin^2\psi$, which makes the weights small, both reduce the error.

We now have the sin²ψ law for an equibiaxially stressed film, and a procedure that takes both the stress and the unstressed spacing from one fitted line. What remains is to try it on simulated readings from a tungsten film and to estimate the errors from rounding, reference spacing, finite strain, temperature drift, stress gradients and elastic anisotropy.
